\section*{Does an isolated step have a finite equilibrium width?}

\section{Line tension and the meaning of width}

Q: A step costs free energy per unit length, so it is under tension like a stretched string. Put a single step on a very large flat facet and let it equilibrate. Thermal motion will shake it, but the tension must hold it near a straight line. I expect a band of some definite width, narrow when the crystal is cold. What is that width?

A: Let us first say what would count as a width. Let $y$ run along the mean direction of the step and let $x(y)$ be its displacement across it. The facet has no preferred place for the step, so I compare two points of the same step:
\begin{equation}
G(y)=\langle[x(y)-x(0)]^2\rangle .
\end{equation}
Suppose there were a band with a finite variance $w^2$ about a fixed line, the same at every $y$. Write $u$ and $v$ for the displacements from that line at the two points. Since $(u-v)^2\le 2u^2+2v^2$, we would have $G(y)\le 4w^2$ at every distance. If $G$ grows without bound, there is no such band.

Q: And the tension keeps $G$ bounded, surely.

A: Compute what the tension charges. Let $\beta(\theta)$ be the free energy per unit length of a step inclined at angle $\theta$ to $y$. I take $y$ along a symmetry direction, so that $\beta'(0)=0$, and assume that $\beta$ is smooth there. Hold one end of a piece of projected length $L$ and move the other sideways by $A$, with $A/L$ small enough for an expansion of $\beta$ to second order. (On a cold step, where $\beta$ bends sharply near $\theta=0$, this demands much more than $A\ll L$.) Then $\theta\simeq A/L$, the true length is $L/\cos\theta$, and the cost relative to the straight step is
\begin{align}
\Delta F&=L\left[\frac{\beta(\theta)}{\cos\theta}-\beta(0)\right]\nonumber\\
&\simeq L\left[\left(\beta+\tfrac12\beta''\theta^2\right)\left(1+\tfrac12\theta^2\right)-\beta\right]
\simeq\frac{\tilde\beta A^2}{2L},
\end{align}
where $\tilde\beta=\beta+\beta''$, taken at $\theta=0$, is the step stiffness. The first part of it comes from extra length, the second from the change of orientation.

For a given $A$ the cost falls as $1/L$. On a piece so long that its typical inclination lies within the range of this expansion, the end displacement has probability proportional to $\exp[-\tilde\beta A^2/(2LkT)]$, a Gaussian with variance
\begin{equation}
\langle A^2\rangle=\frac{kTL}{\tilde\beta}.
\label{eq:lin}
\end{equation}
The stiffness fixes the rate of wandering per unit length. It sets no bound on the total.

\section{Kinks at low temperature}

Q: You assumed a smooth $\beta(\theta)$. A real step on a cold crystal is made of atomic rows. To move it over by one site I need a kink, and a kink costs the same energy $\varepsilon$ however long the step is. Your $1/L$ is then gone.

A: At $T=0$ that is correct: the energy of a displacement $A$ is $\varepsilon|A|/a$, the line tension has a cusp at $\theta=0$, and the step is straight. At $T>0$ the kink may sit in any of $L/a$ rows. This placement entropy is $k\ln(L/a)$, and the free energy $\varepsilon-kT\ln(L/a)$ becomes negative once $L$ is long enough.

To make this quantitative, take rows of spacing $a$ along the step. Between successive rows the step jumps by $na$, with $n$ any integer, at energy $\varepsilon|n|$. There are no overhangs, the facet is below its roughening temperature, the energetics are short-ranged, and neither defects nor other steps are present. At first the kinks are independent. With $z=e^{-\varepsilon/kT}$, the geometric series gives
\begin{equation}
\sum_n z^{|n|}=1+\frac{2z}{1-z}=\frac{1+z}{1-z}.
\end{equation}
Applying $z\,d/dz$ twice to $\sum_{n\ge0}z^n=1/(1-z)$ gives first $z/(1-z)^2$ and then $\sum_{n\ge0} n^2z^n=z(1+z)/(1-z)^3$. Both signs of $n$ contribute, so
\begin{align}
\sigma^2\equiv\langle n^2\rangle&=\frac{2z(1+z)}{(1-z)^3}\,\frac{1-z}{1+z}=\frac{2z}{(1-z)^2}\nonumber\\
&=\frac{2}{(z^{-1/2}-z^{1/2})^2}=\frac{1}{2\sinh^2(\varepsilon/2kT)} .
\label{eq:sig}
\end{align}
Over $N=y/a$ rows the displacement is $a\sum_i n_i$. The cross terms $\langle n_in_j\rangle$ vanish because the kinks are independent with zero mean, and
\begin{equation}
G(y)=a^2N\sigma^2=\sigma^2a\,y .
\label{eq:G}
\end{equation}
In this model the law holds at every whole number of rows, and $\sigma^2>0$ at every $T>0$.

Q: Is this the same law as your stiffness formula, or merely another straight line?

A: The same, once the stiffness is computed from the kinks. Let $f(p)$ be the free energy per projected length of a step with mean slope $p$, and let $\phi=af/kT$. Weight each kink by an extra factor $e^{hn}$ and call the single-row sum $\Lambda(h)=\sum_n z^{|n|}e^{hn}$. For $N$ rows the total is $\Lambda^N$. Sorted by slope, it is also a sum of terms $e^{N[hp-\phi(p)]}$, of which the largest dominates at large $N$. Thus $\ln\Lambda(h)=\max_p[hp-\phi(p)]$, and since $\phi$ is convex the relation inverts to
\begin{equation}
\phi(p)=\max_h\,[hp-\ln\Lambda(h)] .
\end{equation}
The second derivative of $\ln\Lambda$ at $h=0$ is the variance of $n$, so $\ln\Lambda(h)\simeq\ln\Lambda(0)+\tfrac12\sigma^2h^2$. The maximum lies at $h=p/\sigma^2$, and
\begin{equation}
\phi(p)\simeq\phi(0)+\frac{p^2}{2\sigma^2},\qquad f''(0)=\frac{kT}{a\sigma^2}.
\end{equation}
Now convert to true length. A length $ds$ projects to $dy=\cos\theta\,ds$, so $\beta(\theta)=f(\tan\theta)\cos\theta$. To second order this is $f(0)+\tfrac12[f''(0)-f(0)]\theta^2$. Hence $\beta''(0)=f''(0)-\beta(0)$, and
\begin{equation}
\tilde\beta=f''(0)=\frac{kT}{a\sigma^2},\qquad G(y)=\frac{kT\,y}{\tilde\beta}.
\end{equation}
The cusp you had in mind is rounded at any $T>0$: its curvature is large but finite.

\section{Interacting kinks}

Q: Independence did much of the work. Real kinks influence their neighbours. Could such correlations cancel the growth?

A: They can slow it. With $C_r=\langle n_in_{i+r}\rangle$, counting the pairs at separation $r$ gives
\begin{equation}
\frac{G}{a^2}=NC_0+2\sum_{r=1}^{N-1}(N-r)C_r .
\end{equation}
For short-range coupling along this one-dimensional chain $C_r$ decays exponentially, and at large $N$ the slope per row tends to $C_0+2\sum_{r\ge1}C_r$.

To see that the slope cannot vanish, let each kink interact with its two nearest neighbours through finite energies. Fix all odd-numbered kinks. The even-numbered ones are then independent of each other, and each still has a positive variance, because every value of $n$ keeps a nonzero weight. The total variance is at least the average of this conditional variance, which is proportional to $N$. So the slope is positive at any $T>0$.

The link with stiffness also survives. The variance of $\sum_i n_i$ is the second $h$-derivative of the logarithm of the tilted partition function, and per row this is again $kT/(\tilde\beta a)$. As a trial I added a cost $g|n_i+n_{i+1}|$, with $\varepsilon/kT=1.5$ and $g/kT=0.7$. An isolated kink of one site then pays $2g$. Two such kinks of equal sign in successive rows pay $4g$, the same as two distant ones, whereas a successive pair of opposite sign pays only $2g$. The coupling thus favours neighbouring kinks that cancel. The single-kink variance is $0.1686$, while $G/a^2$ grows by $0.1236$ per row, 27\% less than that variance. The tilt free energy gives $kT/(\tilde\beta a)=0.1236$. The growth remains linear, and the stiffness, not the variance of one kink, sets its rate.

\section{Why a cold step looks straight}

Q: Yet steps on cold surfaces do look straight. Put in numbers.

A: Take round model values, $\varepsilon=0.15$ eV and $a=0.25$ nm, and a length of 1 \textmu m, which is 4000 rows. At 300 K, $kT=0.02585$ eV and $\varepsilon/kT=5.802$. Equation (\ref{eq:sig}) gives $\sigma^2=6.08\times10^{-3}$, so
\begin{align}
\tilde\beta&=\frac{0.02585\ \text{eV}}{6.08\times10^{-3}\times0.25\ \text{nm}}=17.0\ \text{eV/nm},\\
G&=6.08\times10^{-3}\times0.25\times1000\ \text{nm}^2=1.52\ \text{nm}^2 ,
\end{align}
an rms displacement of 1.23 nm, about five sites. The rms reaches one site when $G=a^2$, at the length
\begin{equation}
\ell_1=\frac{a}{\sigma^2}\simeq\frac a2\,e^{\varepsilon/kT}\qquad(kT\ll\varepsilon),
\end{equation}
which is 41 nm at 300 K. At 600 K it is 2.0 nm, and $G$ over 1 \textmu m rises to 30.8 nm$^2$. At 100 K it is 4.5 mm.

That last figure shows why a cold step in equilibrium looks straight. (A real step at 100 K may move too slowly to reach equilibrium; it then keeps the kinks of the higher temperature at which it froze.) At 100 K the rms over 1 \textmu m is 0.0037 nm, far below one site. No step moves by such an amount. The number means that $\sigma^2N=2.2\times10^{-4}$: about one micrometre-long piece in 4500 has its ends offset by one site, and nearly all the others have no offset. The image is much shorter than $\ell_1$, so it cannot distinguish a bounded step from an unbounded one.

Q: Perhaps rare large excursions inflate the mean square while the step mostly stays near its line.

A: Then the probability of being near the line would stay finite. For $N\sigma^2\gg1$ the sum of many independent kinks is nearly Gaussian with variance $N\sigma^2$, in units of $a^2$. The probability of lying within $m$ sites of the starting line tends to the number of sites times the central height:
\begin{equation}
P_m\simeq\frac{2m+1}{\sqrt{2\pi\sigma^2N}}\to0 .
\end{equation}
This form also needs $m^2\ll N\sigma^2$. For $m=5$ at 300 K the kink model gives 0.74 after 1 \textmu m (where the strip is as wide as the spread and the formula, at 0.89, does not yet apply), 0.089 after 100 \textmu m and 0.0089 after 10 mm. The last two differ by a factor of ten for a hundredfold length, as $N^{-1/2}$ requires. The step leaves any fixed strip.

\section{Finite pieces}

Q: But people measure step widths and quote a number.

A: They measure a finite piece, and its length enters the result. Suppose both ends are pinned on the same line, a distance $L$ apart. The point at $y$ is joined to one end by a length $y$ and to the other by $L-y$. By the cost of displacement found above, its probability is proportional to
\begin{equation}
\exp\left[-\frac{\tilde\beta x^2}{2kT}\left(\frac1y+\frac1{L-y}\right)\right],
\quad\text{so}\quad
\langle x^2\rangle=\frac{kT}{\tilde\beta}\,\frac{y(L-y)}{L}.
\end{equation}
At the midpoint this is $kTL/(4\tilde\beta)$. Averaged over $y$, with $\int_0^Ly(L-y)\,dy=L^3/6$, it is $kTL/(6\tilde\beta)$.

A step with periodic ends shows where the growth comes from. Write $x(y)=\sum_q x_qe^{iqy}$ with $q=2\pi m/L$. The cost $\tfrac12\tilde\beta\int(dx/dy)^2dy$ becomes $\tfrac12\tilde\beta L\sum_q q^2|x_q|^2$. Since $x_{-q}=x_q^*$, a pair $\pm q$ carries energy $\tilde\beta Lq^2|x_q|^2$ in two real quadratic variables, with mean $2\times\tfrac12kT$. Therefore
\begin{align}
\langle|x_q|^2\rangle&=\frac{kT}{\tilde\beta Lq^2},\\
w^2=\sum_{q\ne0}\langle|x_q|^2\rangle&=\frac{2kTL}{4\pi^2\tilde\beta}\sum_{m=1}^\infty\frac1{m^2}=\frac{kTL}{12\tilde\beta},
\end{align}
using $\sum m^{-2}=\pi^2/6$. This $w^2$ is taken about the step's own mean position. The $m=1$ term alone supplies $6/\pi^2$ of it, about 61\%. A longer step admits longer waves, which cost less.

For our 1 \textmu m at 300 K the formulas give 0.380 nm$^2$ at the pinned midpoint, 0.253 nm$^2$ for the pinned average and 0.127 nm$^2$ for the periodic step. One step thus has three mean-square ``widths'', all proportional to $L$; the rms values grow as $\sqrt L$.

Q: Does the continuum formula hold when there are so few kinks?

A: Nearly. The kink model gives 0.248 nm$^2$ for the pinned average, 2.1\% below the continuum value. Rare kinks account for this. With free ends and $z\ll1$, so that kinks are rare and one site high, the numbers of up and down kinks are close to independent Poisson variables, each of mean $\lambda=\sigma^2N/2\simeq12$. Pinning forces them to be equal, so $P(k)\propto\lambda^{2k}/(k!)^2$, whose normalising sum is the Bessel function $I_0(2\lambda)$. Then
\begin{equation}
\langle k\rangle=\frac\lambda2\frac{d}{d\lambda}\ln I_0(2\lambda)=\lambda\frac{I_1(2\lambda)}{I_0(2\lambda)}\simeq\lambda\left(1-\frac1{4\lambda}\right).
\end{equation}
For given $k$ the kinks are placed at random, and the variance at every $y$ is proportional to $k$. The relative deficit is $1/(4\lambda)=1/(2\sigma^2N)\simeq2.1\%$, and it vanishes for long steps.

\section{Neighbouring steps}

Q: On a real stepped surface there are other steps, and steps do not cross. Does that restore my finite width?

A: It can, but the width then belongs to the surroundings. Replace the neighbours by fixed hard walls at $x=\pm W/2$. By (\ref{eq:lin}) a free step spreads with variance $kTy/\tilde\beta$, so its statistical weight $\psi(x,y)$ obeys a diffusion equation in which $y$ plays the part of time:
\begin{equation}
\frac{\partial\psi}{\partial y}=D\frac{\partial^2\psi}{\partial x^2},\qquad D=\frac{kT}{2\tilde\beta},\qquad \psi(\pm W/2)=0 .
\end{equation}
The modes decay at rates $Dk^2\pi^2/W^2$ with $k=1,2,\dots$, and far along the step the slowest, $\psi_1\propto\cos(\pi x/W)$, survives. A point in the middle of a long step has such a factor from each side, so its normalised profile is $(2/W)\cos^2(\pi x/W)=[1+\cos(2\pi x/W)]/W$. Two integrations by parts give $\int_{-W/2}^{W/2}x^2\cos(2\pi x/W)\,dx=-W^3/(2\pi^2)$, and
\begin{equation}
\langle x^2\rangle=W^2\left(\frac1{12}-\frac1{2\pi^2}\right)\simeq0.0327\,W^2 .
\end{equation}
Neither temperature nor stiffness appears. They enter the distance over which the step forgets its position, the inverse of the difference between the two lowest rates:
\begin{equation}
\xi=\frac{W^2}{(4-1)\pi^2D}=\frac{2W^2\tilde\beta}{3\pi^2kT}.
\end{equation}
For walls 20 nm apart at 300 K, the kink model gives a variance of 13.07 nm$^2$, an rms width of 3.6 nm and $\xi=17.8$ \textmu m. When the wall distance is doubled the variance rises by a factor of 4.00. Over 1 \textmu m, $G$ is 1.47 nm$^2$ between walls and 1.52 nm$^2$ without them. Over 10 \textmu m the values are 11.3 and 15.2 nm$^2$. Over 1 mm the confined step has stopped at 26.1 nm$^2$, twice its variance as befits two uncorrelated points, while the free one has reached 1520 nm$^2$.

Q: The neighbours are steps too. They are not fixed walls.

A: And that changes the answer again. Take an infinite array in which neighbours are coupled harmonically, with energy $\tfrac12c(x_{j+1}-x_j)^2$ per unit length. For wavenumber $q$ along the steps and phase $\varphi$ from one step to the next, the quadratic cost is $\tilde\beta q^2+2c(1-\cos\varphi)=\tilde\beta(q^2+\kappa^2)$, which defines $\kappa(\varphi)\ge0$. Equipartition gives
\begin{align}
G(y)&=\frac{kT}{\tilde\beta}\int_{-\pi}^{\pi}\frac{d\varphi}{2\pi}\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{2(1-\cos qy)}{q^2+\kappa^2}\nonumber\\
&=\frac{kT}{\tilde\beta}\int_{-\pi}^{\pi}\frac{d\varphi}{2\pi}\,\frac{1-e^{-\kappa y}}{\kappa},
\end{align}
because $\int dq\,\cos(qy)/(q^2+\kappa^2)=\pi e^{-\kappa y}/\kappa$. Differentiation leaves $e^{-\kappa y}$ in the integrand. At large $y$ only small $\varphi$ matters, where $\kappa\simeq|\varphi|\sqrt{c/\tilde\beta}$, and
\begin{equation}
\frac{dG}{dy}\simeq\frac{kT}{\tilde\beta}\,\frac1\pi\int_0^\infty e^{-\varphi y\sqrt{c/\tilde\beta}}\,d\varphi=\frac{kT}{\pi\sqrt{\tilde\beta c}}\,\frac1y .
\end{equation}
So $G$ grows as $[kT/(\pi\sqrt{\tilde\beta c})]\ln y$: far more slowly than for a lone step, but in this harmonic model still without bound. With $\tilde\beta a/kT=1$ and $ca^3/kT=0.25$, the law predicts an increase of $(2/\pi)\ln4=0.8825\,a^2$ between 20 and 80 rows. The sum over modes of a discrete array on a $2048\times2048$ grid gives $0.8840\,a^2$; for the infinite array it falls by $0.0008\,a^2$ to $0.8832\,a^2$.

The model lets the steps shift by any amount, whereas real steps move by whole sites. To shift a piece of length $\ell$ of one step by one site then costs two kinks and a further $ca^2\ell$ from its two neighbours. If $c$ comes from an interaction energy and stays finite on cooling, then in a sufficiently cold array whose mean spacing is a whole number of sites this keeps the kinks in close pairs. The steps lock in place and $G$ stays bounded. The logarithm belongs to arrays warm enough, or coupled weakly enough, to escape this locking. Steps several sites apart that repel only because they cannot cross are of the second kind: their coupling is entropic, it weakens together with the kink density as the crystal cools, and they do not lock.

Q: Then if I am handed a step width, I should ask how long the piece was and what stood on either side.

A: Yes, and whether the piece was longer than $\ell_1$. Below that length a straight image mostly reports that no kink happened to fall in view. The numerical output below lists the values used here.

\section*{Computed values}
\begin{verbatim}
kink energy = 0.15 eV, spacing a = 0.25 nm
step length L = 1000 nm = 4000 rows
T = 100 K: kT = 0.00862 eV, eps/kT = 17.407
  mean-square kink sigma2 = 5.5127e-08 (units of a^2)
  stiffness = 6.2527e+05 eV/nm
  length for one-site rms wandering = 4.5350e+06 nm
  G(L) = 1.3782e-05 nm^2, rms = 3.7124e-03 nm
T = 300 K: kT = 0.02585 eV, eps/kT = 5.802
  mean-square kink sigma2 = 6.0781e-03 (units of a^2)
  stiffness = 1.7013e+01 eV/nm
  length for one-site rms wandering = 4.1131e+01 nm
  G(L) = 1.5195e+00 nm^2, rms = 1.2327e+00 nm
T = 600 K: kT = 0.05170 eV, eps/kT = 2.901
  mean-square kink sigma2 = 1.2308e-01 (units of a^2)
  stiffness = 1.6803e+00 eV/nm
  length for one-site rms wandering = 2.0312e+00 nm
  G(L) = 3.0770e+01 nm^2, rms = 5.5471e+00 nm
correlated kinks, eps/kT = 1.5, g/kT = 0.7:
  single-kink variance = 0.16863 a^2
  slope of G per row = 0.12361 a^2
  kT/(stiffness*a) from tilt = 0.12363
300 K, both ends pinned, length L:
  mean variance: kink model 0.2479 nm^2, kT L/(6 stiffness) 0.2533 nm^2
  midpoint variance: kink model 0.3718 nm^2, kT L/(4 stiffness) 0.3799 nm^2
  periodic step, kT L/(12 stiffness) = 0.1266 nm^2
300 K, free step, probability of |x| <= 5 sites = 1.25 nm:
  after 1 um: 0.7376
  after 100 um: 0.0888
  after 10000 um: 0.0089
300 K, fixed walls 20.0 nm apart:
  variance = 13.071 nm^2, rms width = 3.615 nm
  correlation length along step = 17.80 um
  variance ratio when wall distance doubles = 3.9997
  G at 1 um: free 1.520 nm^2, walls 1.468 nm^2
  G at 10 um: free 15.195 nm^2, walls 11.332 nm^2
  G at 100 um: free 151.953 nm^2, walls 26.048 nm^2
  G at 1000 um: free 1519.528 nm^2, walls 26.142 nm^2
array of fluctuating steps, stiffness*a/kT = 1, c*a^3/kT = 0.25:
  G(80 rows) - G(20 rows) = 0.8840 a^2, log law 0.8825 a^2
\end{verbatim}
